\section*{Pseudo-Arclength Tracing of a Folded Threshold-Selector Curve}

\section{A voltage ramp that stops}

A threshold selector in series with a memory resistor is to be simulated under a slow voltage ramp. At each voltage the circuit equations are solved by Newton iteration, started from the previous solution. For the device computed below, this works up to about $1.66$ V. With steps of $1$ mV, the iteration at $1.6630$ V has not converged after 60 iterations. With steps of $0.1$ mV it stops at $1.6628$ V in the same way. With steps of $5$ mV it wanders for 57 iterations and then lands at $258\,\mu$A, although the last solutions before the stop lay below $15.3\,\mu$A. A whole branch of solutions has been missed, and a finer ramp does not recover it. The iteration counts beyond the stop depend on rounding, for a reason given below; the missing branch does not.

\section{The fold by hand}

The simplest curve with this defect is
\begin{equation}
G(x,w)=w+x^2=0 .
\end{equation}
Here $w$ plays the part of voltage. There are two solutions for $w<0$, one at $w=0$ and none for $w>0$. Newton iteration at fixed $w$ divides by $\partial G/\partial x=2x$:
\begin{equation}
x'=x-\frac{x^2+w}{2x}=\frac12\left(x-\frac wx\right).
\end{equation}
At $w=0$ it merely halves $x$: convergence is linear, not quadratic. At $w=1$ and $x=-3$ it gives $-4/3$, $-7/24$, $527/336,\ldots$. It cannot settle, since a fixed point would need $x^2=-1$.

The curve itself is smooth at $x=0$; $w$ is merely a bad coordinate there. We therefore treat $x$ and $w$ as equal unknowns and prescribe progress along the curve. The gradient of $G$ is $(2x,1)$, so a tangent is $(1,-2x)$. At the point $(-\tfrac12,-\tfrac14)$ it is $(1,1)$. A step of $\tfrac38(1,1)$ predicts
\begin{equation}
(x,w)=\left(-\tfrac18,\tfrac18\right).
\end{equation}
We now seek the curve point on the line through this prediction perpendicular to the tangent, $x+w=0$. Substituting $w=-x$ in $G=0$ gives $r(x)=x^2-x=0$. Newton iteration yields
\begin{align}
x_1&=-\frac18-\frac{9/64}{-5/4}=-\frac1{80},\\
x_2&=-\frac1{80}-\frac{81/6400}{-41/40}=-\frac1{6560}.
\end{align}
It converges quadratically to $x=w=0$, the fold itself. There the tangent is $(1,0)$. A further step $s$ fixes $x=s$, and the corrector returns $w=-s^2$: the trace has turned round.

The step cannot be arbitrarily long. For a first step $h(1,1)$ the line is $x+w=-\tfrac34+2h$, and its nearer intersection with the curve is
\begin{equation}
x=\tfrac12-\sqrt{1-2h}.
\end{equation}
For $h>\tfrac12$ there is none. A failed corrector therefore calls for a shorter step along the curve, a remedy that voltage stepping lacks at a fold.

\section{The selector and its folds}

Let $V$ be the selector voltage, $I$ the current, $R$ the memory resistance and $W$ the applied voltage. The selector is a channel of length $d$ and uniform temperature $T$, conducting by field-assisted thermal release of carriers from Coulomb centres (Poole--Frenkel conduction). In a field $F$, the potential energy $-e^2/(4\pi\epsilon_0\epsilon_r x)-eFx$ has its maximum at $x_m=[e/(4\pi\epsilon_0\epsilon_rF)]^{1/2}$. Both terms there equal $-eFx_m$, so the barrier falls by $2eFx_m$. With $F=V/d$, energies in eV and voltages in volts, the barrier is
\begin{equation}
E=E_a-b\sqrt V,\qquad b=\sqrt{\frac{e}{\pi\epsilon_0\epsilon_r d}} .
\end{equation}
With constant thermal resistance $R_{th}$ and ambient temperature $T_0$, the static states obey
\begin{align}
I&=G_0V e^{-E/(kT)},\qquad T=T_0+R_{th}IV,\\
W&=V+RI .
\end{align}
The current spans decades, so we use $y=\ln(I/I_0)$ with $I_0=1\,\mu$A. The two residuals are
\begin{align}
f_1&=y-\ln(G_0V/I_0)+E/(kT),\\
f_2&=W-V-RI .
\end{align}

Since $\partial T/\partial V=R_{th}I$, $\partial T/\partial y=R_{th}IV=T-T_0$ and $dE/dV=-b/(2\sqrt V)$, the derivatives of $f_1$ are $-g_V$ and $1-g_y$, where
\begin{align}
g_V&=\frac1V+\frac{b}{2\sqrt V\,kT}+\frac{E R_{th}I}{kT^2},\\
g_y&=\frac{E(T-T_0)}{kT^2}.
\end{align}
For $E>0$ every term of $g_V$ is positive. Thus $f_1$ falls steadily with $V$ at fixed current, and each current has at most one selector voltage. Along the selector curve $df_1=0$, hence
\begin{equation}
\frac{dV}{dy}=\frac{1-g_y}{g_V}.
\end{equation}
Negative differential resistance begins when $g_y>1$: heating then raises the conductance so strongly that less voltage supports more current.

At fixed $W$ the Jacobian with respect to $(V,y)$ is
\begin{equation}
J=\begin{pmatrix}-g_V&1-g_y\\-1&-RI\end{pmatrix}.
\end{equation}
Its determinant is
\begin{equation}
\det J=g_VRI+1-g_y
=g_V\left(RI+\frac{dV}{dy}\right)=g_V\frac{dW}{dy}.
\end{equation}
So $J$ is singular precisely where $dW/dy=0$. Because $dy=dI/I$, this means $dV/dI=-R$. A turning point needs the selector's negative slope to cancel the memory resistance.

\section{Why Newton fails at fixed voltage}

Start from a solution and raise $W$ by $\Delta W$. Then $f_1=0$ and $f_2=\Delta W$. The first row of the Newton equation gives $\delta V=(dV/dy)\,\delta y$; the second gives $\delta V+RI\,\delta y=\Delta W$. Together,
\begin{equation}
\delta y=\frac{\Delta W}{dW/dy},
\end{equation}
which diverges as the starting point approaches the fold.

For the later iterations, put $x=y-y_f$ and let the curve near its voltage maximum be $W=W_f-cx^2$ to leading order, $c>0$. Let $u$ be the displacement of $(V,y)$ from the fold and $\delta=W-W_f$. Expand the residuals as $J_fu+\tfrac12Q(u,u)+F_W\delta$, where $Q$ holds the second derivatives and $F_W=(0,1)^T$. Newton's linear equation for the next iterate $u'$ is
\begin{equation}
J_fu'+Q(u,u')-\tfrac12Q(u,u)+F_W\delta=0 .
\end{equation}
If $u$ and $u'$ are of order $\sqrt{|\delta|}$, then $J_fu'$ is of order $\delta$. To leading order both iterates therefore lie along the null vector $\phi$ of $J_f$, scaled to have $y$-component 1: $u=x\phi$, $u'=x'\phi$. Multiply by the left null vector $\psi$, which removes $J_fu'$, and write $q=\psi\cdot Q(\phi,\phi)$:
\begin{equation}
q\left(xx'-\tfrac12x^2\right)+\psi\cdot F_W\,\delta=0 .
\end{equation}
The curve itself satisfies $\tfrac12qx^2+\psi\cdot F_W\delta=0$ and also $x^2=-\delta/c$, so $\psi\cdot F_W=qc^{-1}/2$. Hence
\begin{equation}
x'=\frac12\left(x-\frac{\eta^2}{x}\right),\qquad \eta^2=\frac{W-W_f}{c}.
\end{equation}
This is the hand-worked map again. Three cases follow.

Below the fold $\eta^2=-\rho^2<0$, and $x'-\rho=(x-\rho)^2/(2x)$. Convergence is quadratic, but the roots $\pm\rho$ merge as $\sqrt{W_f-W}$. At the fold the error halves. Above it, put $x=\eta\cot\theta$; then
\begin{equation}
x'=\frac{\eta}{2}(\cot\theta-\tan\theta)=\eta\cot2\theta .
\end{equation}
Each iteration doubles the angle, so nearby starting values separate. After about 40 iterations, for the ramps above, even double-precision rounding errors matter: the iteration count, and whether a run reaches a distant branch within a set limit, can differ between computers. There is no nearby root to find for any $\delta>0$, which is why refining the voltage step cannot help. An occasional small $x$ makes the next move large, and the local map no longer applies. The iteration may then leave the domain of the equations or reach a distant branch.

\section{The general method}

For the selector, divide $V$ and $W$ by 1 V and let $z=(V,y,W)$. The gradients of $f_1$ and $f_2$ are $(-g_V,1-g_y,0)$ and $(-1,-RI,1)$. Their cross product is tangent to the curve:
\begin{equation}
n=(1-g_y,\;g_V,\;\det J),\qquad t=n/N,\quad N=|n| .
\end{equation}
Its second component is positive, so current rises along the whole curve while $E>0$. Its third changes sign at a fold.

The matrix whose rows are the two gradients and $t$ has determinant $n\cdot t=N\ge g_V>0$, even where $\det J=0$. During correction the tangent $t_0$ of the last accepted point is kept. The determinant is then $n(z)\cdot t_0$, positive while the angle between old and current tangents is below $90^\circ$. This is the geometrical limit on the step. On the selector curve traced below, any two tangents differ by less than $50^\circ$, so the limit is not reached there.

For $m$ equations $F(u,w)=0$ in $m$ unknowns $u$, let $A=(F_u\;F_w)$ have rank $m$, with unit null vector $t$. If a vector $q$ satisfies $Aq=0$ and $t\cdot q=0$, the first condition makes $q$ a multiple of $t$ and the second makes it zero. The augmented matrix is therefore regular. The algorithm is:
\begin{enumerate}
\item Find one solution at a voltage far from a fold.
\item Solve $At=0$, normalize $t$, and choose its sign so that its product with the previous tangent is positive.
\item Predict $z_p=z_0+s\,t$.
\item Solve $F(z)=0$ and $t\cdot(z-z_p)=0$ together by Newton iteration. If this fails, reduce $s$ and repeat.
\item When $t_w$ changes sign, find the $s$ at which it vanishes; that point is the fold.
\end{enumerate}
Where $A$ loses rank, as at a crossing of two solution curves, the tangent is not unique. A finite step may pass such a point without revealing the other curve, so finding and following it needs an extra test. For the present selector, prescribing current would also pass the folds, because $V$ is unique at each current. Arclength needs no such prior knowledge, and it also passes points where current turns back.

\section{A titanium-oxide selector}

The example has $d=50$ nm, channel radius $20$ nm, $E_a=0.35$ eV, $\epsilon_r=6.5$, $T_0=300$ K and $R_{th}=3\times10^6$ K/W. A conductivity prefactor of $10^5$ S/m gives $G_0=2.513$ mS, and $b=0.133$ in the units above. The memory has $R=2.5$ k$\Omega$ in its low state and $100$ k$\Omega$ in its high state.

With arc step $0.05$ the low-resistance curve takes 229 points and at most three corrector iterations per step. The upper-voltage turn lies at $I=15.29\,\mu$A and $V=1.6245$ V. The arithmetic closes:
\begin{align}
W&=1.6245+2500(15.29\times10^{-6})=1.6627\ \mathrm V,\\
T&=300+3\times10^6(15.29\times10^{-6})(1.6245)\nonumber\\
&=374.5\ \mathrm K .
\end{align}
The lower-voltage turn is at $W=1.5022$ V, $I=108.9\,\mu$A and $T=702$ K. At the two turns $\det J$ vanishes to rounding error, while the augmented determinant is $2.92$ and $3.49$. As a test, $V$ was found at each traced current by a separate scalar root search; it agreed within $10^{-9}$ V at all 229 points.

At the upper turn $c=0.0940$ V. Ten microvolts below it the two roots should differ in $y$ by $2\sqrt{10^{-5}/0.0940}=0.0206$, as the computed roots do. Newton iteration at the turn has error ratio $0.500$. Slightly above it, with $\eta=10^{-4}$ and $x/\eta=-3$ at the start, the full two-variable iteration gives $-1.333$, $-0.292$, $1.568$, $0.465$, $-0.842$, in agreement with the map. In the 1 mV ramp $W-W_f=0.27$ mV, so $\eta=0.053$. The last iterate, $13.9\,\mu$A, has $x=\ln(13.9/15.29)=-0.095$: after 60 iterations it has not settled and happens to lie about $1.8\eta$ from the fold. A downward ramp in 1 mV steps stops similarly at $1.5020$ V.

\subsection{The missing branch}

Midway between the turns, at $W=1.5825$ V, the curve has three states: $6.07\,\mu$A at $329$ K, $43.1\,\mu$A at $491$ K, and $206\,\mu$A at $959$ K. Let $h(T)$ be Joule heating minus heat loss, with $V$ adjusted at once to satisfy the circuit. For heat capacity $C$, a small temperature disturbance obeys $C\,d(\delta T)/dt=h'(T)\,\delta T$. The computed slopes $h'$ are $-0.155$, $+0.108$ and $-0.171\,\mu$W/K. With $V$ following at once, the outer states are stable and the middle one is unstable. It is still physically useful: at this fixed voltage, a channel that starts above $491$ K settles in the conducting state, and one that starts below it settles in the off state. This assumes negligible capacitance across the selector. The conducting state still lies on the negative-slope part of the selector curve, with $dV/dI\approx-1.1$ k$\Omega$ at $959$ K and $-0.5$ k$\Omega$ at the $1.8$ V state used below. Counting only the heat capacity of the channel, at about $3\times10^6$ J/(m$^3$K), these states lose stability above roughly $0.5$ and $1$ pF across the selector.

\subsection{Series resistance and the crossbar}

The largest value of $-dV/dI$ found between $0.05$ and $490\,\mu$A is $5.94$ k$\Omega$. The trace has two turns at $0.97$ times this resistance and none at $1.03$ times it. The low memory state therefore permits a voltage-driven snap, while the high state unfolds the curve. If the selected cell alone carries the line current, added wire resistance above $5.94-2.50=3.44$ k$\Omega$ removes the static folds in the low state as well. This alone does not guarantee a steady current: enough capacitance across the selector, omitted here, can make a state of negative differential resistance oscillate.

At $W=1.8$ V the low and high states carry $330$ and $3.43\,\mu$A. A low-state cell at half this voltage leaks $0.406\,\mu$A. The selected low-state current is thus 813 times one half-select leakage, but the high-state current is only $3.43/0.406=8.4$ times it. With ideal wires, about eight half-selected low-state cells on a line leak as much as the selected high-state cell conducts. This does not yet prevent reading, because the two selected currents differ by $327\,\mu$A. With a fixed current threshold just below $330\,\mu$A, a high-state cell is misread only when about $800$ half-selected low-state cells share its line.

\subsection{The model beside a real device}

Joule heating does produce current-controlled negative resistance in titanium-oxide devices; the parameters here are illustrative, not a fit. In particular, the conductivity prefactor is an effective constant: at a mobility of $1$ cm$^2$/(V s) it would require about $6\times10^{21}$ carriers per cm$^3$, far too many for isolated Coulomb centres. The mean field at the upper turn, $0.32$ MV/cm, is below the rough $1$ MV/cm scale of thin-film breakdown. The $1265$ K reached at $1.8$ V in the low state is far too hot for trustworthy repeated operation, since oxygen motion and structural change are omitted. The barrier there is only about $2kT$, so the activated release law is doubtful as well; the $330\,\mu$A is a model value. Constant thermal conductivity is also doubtful over such a range. If conductivity falls as $1/T$, integrating it gives $T_0\ln(T/T_0)=R_{th}IV$, and the turns move to $1.62$ and $1.19$ V. The lower one shifts by $0.31$ V, the largest shift among the effects sized here. Under this law the low state at $1.8$ V would be near $3700$ K, far above the melting point of the oxide, so the model then gives no usable conducting state at that voltage. At $358$ K ambient, with constant conductivity, the turns are at $1.425$ and $1.411$ V: the window shrinks from $161$ to about $14$ mV.

Tunnelling near the barrier top is a smaller correction. At a distance $s$ from the top the Coulomb barrier has dropped by $eFs^2/(x_m+s)$, which is nearly $eFs^2/x_m$ close to the top. This is an inverted parabola with $\tfrac12m\omega^2=eF/x_m$. At energy $\varepsilon$ above the top it transmits a fraction $1/[1+\exp(-2\pi\varepsilon/\hbar\omega)]$. Averaging this with the weight $e^{-\varepsilon/(kT)}$, with energies in joules, multiplies the classical current by $z/\sin z$, where $z=\hbar\omega/(2kT)<\pi$. With the free-electron mass, $z=0.675$ at the upper turn, and this parabolic estimate raises the current by about $8\%$. The program applies a slightly larger constant trial factor, $1.105$, taken from the largest net exponent for a sharp triangular barrier; that exponent is not itself a thermal average. The trial factor lowers the two turning voltages by $34$ and $29$ mV. A constant factor overstates the effect at the hot lower turn, where $z$ is smaller: applying $z/\sin z$ along the curve lowers the turns by about $25$ and $4$ mV, and by about $50$ and $9$ mV for half the free-electron mass. Nonuniform heating and contact barriers are not sized here, so millivolt agreement with a device is not to be expected. The numerical output lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
thickness 50 nm, channel radius 20 nm
conductivity prefactor 1.0e+05 S/m; G0 2.5133 mS
barrier 0.35 eV; relative permittivity 6.5
barrier lowering at 1 V: 0.1331 eV
ambient 300 K; thermal resistance 3.0e+06 K/W
memory low/high: 2.5 / 100 kohm
arc step 0.05; curve points 229
largest corrector count 3
upper-voltage turn: W 1.662733 V, I 15.2858 uA
  selector 1.62452 V, T 374.50 K
  |det J| 1.1e-14, det augmented 2.9202
lower-voltage turn: W 1.502221 V, I 108.9141 uA
  selector 1.22994 V, T 701.87 K
  |det J| 9.3e-16, det augmented 3.4854
fold voltage window 160.51 mV
upper-turn curvature c 0.09404 V
root split in y, 10 uV below turn: 0.020625
  square-root prediction 0.020625
Newton error ratio at turn 0.50000
Newton x/eta: -1.333 -0.292 1.568 0.465 -0.842
map x/eta:    -1.333 -0.292 1.568 0.465 -0.842
up step 5.0 mV: first W past turn 1.6650 V
  converged, 57 iterations, last I 258 uA
up step 1.0 mV: first W past turn 1.6630 V
  no convergence, 60 iterations, last I 13.9 uA
up step 0.1 mV: first W past turn 1.6628 V
  no convergence, 60 iterations, last I 15.4 uA
down step 1.0 mV: first W past turn 1.5020 V
  no convergence, 60 iterations, last I 103 uA
three states at W = 1.58248 V
  I 6.065 uA, V 1.5673 V, T 328.5 K, heat slope -0.1546 uW/K
  I 43.073 uA, V 1.4748 V, T 490.6 K, heat slope 0.1076 uW/K
  I 205.530 uA, V 1.0687 V, T 958.9 K, heat slope -0.1709 uW/K
critical series resistance 5.941 kohm
at 1.8 V: low-R 330.07 uA, high-R 3.428 uA
selected low-R temperature 1265.3 K
half-select current 0.4059 uA; ratio 813.3
field at upper turn 0.3249 MV/cm
tunnelling current factor 1.1049
ambient 358 K: 2 turning points
  W = 1.4250 V, I = 32.72 uA
  W = 1.4115 V, I = 76.51 uA
conductivity proportional to 1/T: 2 turning points
  W = 1.6245 V, I = 11.64 uA
  W = 1.1906 V, I = 147.29 uA
tunnelling factor included: 2 turning points
  W = 1.6289 V, I = 15.50 uA
  W = 1.4730 V, I = 108.36 uA
\end{verbatim}
